# Delayed-acceptance Monte Carlo: exact sampling and efficiency versus surrogate error

## Two states

Let a system have two states, $A$ and $B$. Each step proposes the other state with probability $1/2$. An expensive energy $E$ defines the distribution we want, and a cheap surrogate $U$ approximates it. With $\beta=1/kT$ and $R=E-U$, write
$$u=\beta[U(B)-U(A)],\qquad D=\beta[R(B)-R(A)].$$
A move $A\to B$ must pass a Metropolis test on $u$ and then one on $D$. The return move sees $-u$ and $-D$. For every real $z$,
$$\min(1,e^{-z})=e^{-z}\min(1,e^{z}), \tag{1}$$
since both sides equal $e^{-z}$ for $z\ge0$ and $1$ for $z<0$. The ratio of forward to backward rates is therefore
$$\frac{\min(1,e^{-u})\min(1,e^{-D})}{\min(1,e^{u})\min(1,e^{D})}=e^{-u-D}=e^{-\beta[E(B)-E(A)]}.$$
This is the Boltzmann ratio of $E$, however poor $U$ is.

The price is speed. If $u=2$ and $D=-2$, the states have equal $E$ and direct Metropolis accepts every proposal. The two-stage rule accepts only a fraction $e^{-2}$ in either direction: forward moves fail the first test, backward moves the second. The populations are right, but the exchange is slower.

## Setting and theorem

Let the configurations form a finite set, with $E$ and $U$ finite, fixed functions. Define
$$p(x)=\frac{e^{-\beta E(x)}}{Z},\qquad \tilde p(x)=\frac{e^{-\beta U(x)}}{\tilde Z},\qquad D(x,y)=\beta[R(y)-R(x)].$$
A move $x\to y\neq x$ is proposed with probability $q(x,y)$, which is positive whenever $q(y,x)$ is. The acceptance factors are
$$a_1=\min\!\left(1,\frac{\tilde p(y)q(y,x)}{\tilde p(x)q(x,y)}\right),\qquad a_2=\min(1,e^{-D(x,y)}).$$
$E(y)$ is computed only if stage 1 passes; $E(x)$ is stored. Direct Metropolis uses the same $q$ and accepts with $a_M=\min\{1,p(y)q(y,x)/[p(x)q(x,y)]\}$. Its chain is assumed irreducible and aperiodic. Subscripts $M$ and $D$ on kernels and times denote the direct and delayed chains.

For an observable $f$ with normalized autocorrelation $C(k)$, let $\tau=1+2\sum_{k\ge1}C(k)$. For a chain in equilibrium, the variance of a mean over $n$ steps approaches $\mathrm{Var}(f)\,\tau/n$ as $n$ grows. The condition $n\gg\tau$ alone does not guarantee this. A mode with weight $w\ll1$ in $C(k)$ and decay time $T$ adds about $2wT$ to $\tau$. This can be a large share of $\tau$ while $\tau$ stays far below $T$, and that share appears in the variance only when $n\gg T$.

**Theorem.**

(a) The delayed chain has $p$ as its unique stationary distribution and converges to it.

(b) Among moves that pass stage 1 at equilibrium, the stage-2 acceptance is $A_2=2P(D<0)+P(D=0)$. If $D$ is Gaussian with standard deviation $s$, then $A_2=\mathrm{erfc}(s/\sqrt8)$.

(c) If $|D|\le\varepsilon$ for all allowed moves, every non-constant observable obeys
$$1\le\frac{\tau_D+1}{\tau_M+1}\le e^{\varepsilon}.$$

(d) Let $t_s$ and $t_e$ be the costs of one surrogate and one expensive evaluation, $r=t_s/t_e$, and $\alpha_1$ the equilibrium fraction of proposals passing stage 1. For long runs of equal statistical error, the cost of direct sampling divided by that of delayed acceptance is
$$G=\frac{\tau_M}{\tau_D\,(r+\alpha_1)}.$$

Statement (a) means that the long-run averages are free of surrogate bias. A finite run still has equilibration and statistical errors.

## Proof of (a): detailed balance

Multiplying $a_1$ by its prefactor gives
$$S(x,y)\equiv\tilde p(x)q(x,y)a_1(x,y)=\min\{\tilde p(x)q(x,y),\,\tilde p(y)q(y,x)\},$$
which is symmetric. Since $E=U+R$, we have $p(x)=c\,\tilde p(x)e^{-\beta R(x)}$ with $c=\tilde Z/Z$. The accepted flux is therefore
$$p(x)q\,a_1a_2=c\,S(x,y)\,e^{-\beta R(x)}\min(1,e^{-D})=c\,S(x,y)\min\{e^{-\beta R(x)},e^{-\beta R(y)}\}.$$
It is unchanged when $x$ and $y$ are exchanged. Rejections leave $x$ in place and do not affect the balance. Summing over $x$ shows that $p$ is stationary.

Every move possible in the direct chain has positive probability here, because $a_1a_2>0$. The upper bound in (3) below shows that the probability of staying put is at least as large as in the direct chain. Irreducibility and aperiodicity carry over, and convergence follows. ∎

**Remark 1 (the ratio in stage 2).** Suppose $q$ is symmetric and stage 2 uses the full ratio $p(y)/p(x)$. Then $\tilde p\,a_1$ and $p\min[1,p(y)/p(x)]$ are separately symmetric, so the stationary distribution is proportional to $p\tilde p$. The surrogate has been counted twice.

**Remark 2 (blocks).** Let $\tilde P$ be a surrogate kernel reversible for $\tilde p$. Reversing each path of $n$ steps gives $\tilde p(x)\tilde P^n(x,y)=\tilde p(y)\tilde P^n(y,x)$. This symmetric flux can replace $S$ above, so one factor $a_2$ between the endpoints corrects the whole block.

**Remark 3 (what an uncorrected surrogate gets wrong).** Let $\langle\cdot\rangle_\lambda$ be the average with energy $U+\lambda R$. Differentiating the Boltzmann weights gives $d\langle R\rangle_\lambda/d\lambda=-\beta\,\mathrm{Var}_\lambda(R)$, hence
$$\langle R\rangle_{\tilde p}-\langle R\rangle_p=\beta\int_0^1\mathrm{Var}_\lambda(R)\,d\lambda\ge0.$$
For the total energy, $d\langle E\rangle_\lambda/d\lambda=-\beta[\mathrm{Var}_\lambda(R)+\mathrm{Cov}_\lambda(U,R)]$, which has no fixed sign. A nearly correct mean energy is thus no proof of a correct distribution.

## Proof of (b): exchange symmetry

Give each move passing stage 1 its normalized weight
$$w(x,y)=\frac{p(x)q(x,y)a_1(x,y)}{\alpha_1}=\frac{c}{\alpha_1}e^{-\beta R(x)}S(x,y).$$
Exchanging $x$ and $y$ gives $w(y,x)=e^{-D(x,y)}w(x,y)$, while $D$ changes sign. The distribution $\rho$ of $D$ therefore satisfies
$$\rho(-D)=e^{-D}\rho(D). \tag{2}$$
Summing (2) over $D$ gives $\langle e^{-D}\rangle=1$. For the acceptance, moves with $D\le0$ contribute fully. Those with $D>0$ contribute $\sum_{D>0}\rho(D)e^{-D}=\sum_{D>0}\rho(-D)=P(D<0)$. Hence
$$A_2=P(D\le0)+P(D<0)=2P(D<0)+P(D=0).$$

For a Gaussian of mean $m$ and variance $s^2$,
$$\frac{\rho(D)}{\rho(-D)}=\exp\!\left[\frac{(D+m)^2-(D-m)^2}{2s^2}\right]=e^{2mD/s^2}.$$
Equation (2) requires this to be $e^{D}$, so $m=s^2/2$. A Gaussian has no weight at the single point $D=0$. With $\Phi$ the standard normal distribution function,
$$A_2=2\Phi(-m/s)=2\Phi(-s/2)=\mathrm{erfc}(s/\sqrt8).\ ∎$$

For small $s$ this is $1-s/\sqrt{2\pi}$ to first order, so the loss is linear in the error. For large $s$ it falls as $\sqrt{8/\pi}\,e^{-s^2/8}/s$. A constant offset between $E$ and $U$ cancels from $D$ and costs nothing.

The Gaussian form is an assumption, and on a finite set of configurations it can only be an approximation. If $D$ takes only the values $\pm d$ with $d>0$, equation (2) gives $P(D=-d)=1/(1+e^d)$ and $A_2=2/(1+e^d)$. The standard deviation is then $d/\cosh(d/2)$. For large $d$ both $s$ and $A_2$ vanish, whereas the Gaussian formula would predict $A_2\to1$.

## Proof of (c): slowing down

**Lemma.** For every allowed move,
$$e^{-|D|}a_M\le a_1a_2\le a_M. \tag{3}$$

*Proof.* Let $u>0$ now be the ratio inside $a_1$, and $v=e^{-D}$. Then $a_M=\min(1,uv)$. The product $\min(1,u)\min(1,v)$ exceeds neither $1$ nor $uv$, which is the upper bound. If $v\le1$, then $\min(1,u)\,v\ge v\min(1,uv)$, and $v=e^{-|D|}$. If $v>1$, then $\min(1,u)\ge\min(1/v,u)=v^{-1}\min(1,uv)$, and $v^{-1}=e^{-|D|}$. ∎

With $\langle g,h\rangle=\sum_xp(x)g(x)h(x)$, define for a reversible kernel $P$
$$\mathcal E_P(g)=\tfrac12\sum_{x,y}p(x)P(x,y)[g(y)-g(x)]^2=\langle g,(I-P)g\rangle.$$
The second form follows by expanding the square: each squared term contributes $\frac12\langle g,g\rangle$ and the cross term $-\langle g,Pg\rangle$. Only actual moves contribute, so (3) gives $e^{-\varepsilon}\mathcal E_M\le\mathcal E_D\le\mathcal E_M$.

Subtract the mean from $f$, and let $g_P$ be the mean-zero solution of $(I-P)g_P=f$. Since $C(k)=\langle f,P^kf\rangle/\langle f,f\rangle$ and $\sum_{k\ge0}P^kf=g_P$,
$$\tau_P+1=2\sum_{k\ge0}C(k)=\frac{2\langle f,g_P\rangle}{\langle f,f\rangle}. \tag{4}$$
For any trial function $h=g_P+\eta$,
$$2\langle f,h\rangle-\mathcal E_P(h)=2\langle f,g_P\rangle+2\langle f,\eta\rangle-\langle f,g_P\rangle-2\langle f,\eta\rangle-\mathcal E_P(\eta)=\langle f,g_P\rangle-\mathcal E_P(\eta),$$
where $(I-P)g_P=f$ was used twice. Since $\mathcal E_P(\eta)\ge0$,
$$\langle f,g_P\rangle=\max_h\,[2\langle f,h\rangle-\mathcal E_P(h)]. \tag{5}$$
Because $\mathcal E_D\le\mathcal E_M$, the maximum is at least as large for the delayed chain. Because $\mathcal E_D\ge e^{-\varepsilon}\mathcal E_M$, it is at most the maximum of $2\langle f,h\rangle-e^{-\varepsilon}\mathcal E_M(h)$. Putting $h=e^{\varepsilon}k$ turns this into $e^{\varepsilon}[2\langle f,k\rangle-\mathcal E_M(k)]$, whose maximum is $e^{\varepsilon}\langle f,g_M\rangle$. Equation (4) completes the proof. ∎

**Corollary (moves that matter).** Insert $h=\kappa g_M$ in (5) for the delayed chain. The best factor is $\kappa=\langle f,g_M\rangle/\mathcal E_D(g_M)$, so $\langle f,g_D\rangle\ge\langle f,g_M\rangle^2/\mathcal E_D(g_M)$. Since $\mathcal E_M(g_M)=\langle f,g_M\rangle$,
$$\frac{\tau_M+1}{\tau_D+1}\le\frac{\mathcal E_D(g_M)}{\mathcal E_M(g_M)}. \tag{6}$$
Each move is weighted by the squared change it makes in $g_M$, the accumulated response of the observable. A plain ratio of acceptances lacks this weight.

## Proof of (d): cost

In the long-run limit, a mean with standard error $\delta$ needs $\mathrm{Var}(f)\tau/\delta^2$ steps. A direct step costs $t_e$; a delayed step costs $t_s+\alpha_1t_e$ on average. Dividing the total costs gives $G$. ∎

By (c), $\tau_M\le\tau_D\le e^\varepsilon(\tau_M+1)-1$, so
$$\frac{\tau_M}{[e^\varepsilon(\tau_M+1)-1](r+\alpha_1)}\le G\le\frac1{r+\alpha_1}.$$
For a perfect surrogate, $\alpha_1$ is the direct acceptance $\alpha_M$ and $G=1/(r+\alpha_M)$. Screening therefore pays when most proposals are bad and the surrogate recognizes them cheaply. If nearly all proposals are acceptable, even a perfect surrogate saves little, and it saves nothing once $\alpha_M\ge1-r$. The break-even condition is $r+\alpha_1=\tau_M/\tau_D$.

## A model alloy

Take a closed chain of 12 sites with six atoms of each kind, labelled $c_i=\pm1$, at 1000 K, where $kT=86.17$ meV. The surrogate is $U=J\sum_ic_ic_{i+1}$ with $J=60$ meV, which favours unlike neighbours. The residual is $R=b\sum_{i<j}g_{ij}c_ic_j$, with frozen random $g_{ij}$ of unit rms. A step proposes one of the 36 swaps of unlike atoms. All 924 configurations can be enumerated, so the times below come from full transition matrices. The observable is $E$, and $r=0.01$.

| $b$ (meV) | $s$ | $\alpha_1$ | $A_2$ | $\tau_M$ | $\tau_D$ | $G$ |
|---|---|---|---|---|---|---|
| 1 | 0.084 | 0.235 | 0.967 | 50.9 | 52.8 | 3.93 |
| 5 | 0.428 | 0.250 | 0.833 | 45.4 | 56.0 | 3.12 |
| 10 | 0.871 | 0.279 | 0.667 | 36.8 | 55.4 | 2.30 |
| 20 | 1.740 | 0.364 | 0.392 | 28.1 | 40.4 | 1.86 |

Changing $b$ changes the target as well as the surrogate error, which is why $\tau_M$ varies. The gain also depends on the observable: with $R$ in place of $E$, the same matrices give $G=1.67$ at 10 meV and $0.64$ at 20 meV, where screening costs more than it saves. For $E$ at 10 meV,
$$G=\frac{36.789}{55.396\,(0.01+0.2792)}=2.30,$$
against a ceiling $1/0.2892=3.46$ for the same $\alpha_1$. The Gaussian formula gives $A_2=0.663$, close to the enumerated 0.667; at 20 meV it gives 0.384 against 0.392.

The slowdown is harder to predict. At 10 meV, $(\tau_M+1)/(\tau_D+1)=0.670$. The bound (6) is 0.746, whereas the plain acceptance ratio $\alpha_1A_2/\alpha_M$ is 0.870. At 20 meV the three numbers are 0.704, 0.792 and 0.729, so the plain ratio happens to lie closer there. For this set of $g_{ij}$ the slowdown ratio also lies near $A_2$ up to 10 meV, but at 20 meV it is far above it. The agreement is no general law: with other random sets the two can differ clearly already at 10 meV. The uniform bound is safe but loose: at 10 meV, $\varepsilon=3.79$.

A run of one million steps at 10 meV needed 280,563 expensive evaluations. It gave $\langle E\rangle=-497.7$ meV, against $-498.7$ meV by enumeration, with a standard error of 1.1 meV. Surrogate weights alone give $-501.0$ meV, which looks almost right. Yet they give $\langle R\rangle=1.9$ meV instead of $-37.1$ meV, and the total variation distance from the target is 0.27. The errors in $\langle R\rangle$ and $\langle U\rangle$, about $+39$ and $-41$ meV, nearly cancel, as Remark 3 allows. The full ratio of Remark 1 is worse still, with a distance of 0.65.

## The long-block limit

Let a block be so long that its endpoint is an independent draw from $\tilde p$. Suppose $X=\beta R$ is Gaussian under $\tilde p$ with standard deviation $\sigma$, its mean set to zero by an offset. This is a continuous model with unbounded $X$, so (c) gives no finite bound.

Under $p$ the density of $X$ is proportional to $e^{-X^2/2\sigma^2-X}$, a Gaussian of mean $-\sigma^2$ and variance $\sigma^2$. The difference $D=X'-X$ then has mean $\sigma^2$ and variance $s^2=2\sigma^2$, consistent with $m=s^2/2$. The mean acceptance is $\mathrm{erfc}(\sigma/2)$.

**Proposition.** For an observable $f$ independent of $R$,
$$\tau=\left\langle\frac{2}{a(X)}-1\right\rangle_p\ge2e^{\sigma^2}-1,\qquad \frac{\tau}{2e^{\sigma^2}}\to1\quad(\sigma\to\infty),$$
$$a(X)=\Phi\!\left(\frac X\sigma\right)+e^{X+\sigma^2/2}\,\Phi\!\left(-\frac{X+\sigma^2}{\sigma}\right).$$

*Proof.* The acceptance from $X$ is the average of $\min(1,e^{X-X'})$ over $X'$. Values $X'<X$ give the first term. For $X'>X$, completing the square,
$$-\frac{X'^2}{2\sigma^2}-X'=-\frac{(X'+\sigma^2)^2}{2\sigma^2}+\frac{\sigma^2}2,$$
gives the second. An accepted block renews $f$ completely; until then $f$ is unchanged. Hence $C(k)=\langle(1-a)^k\rangle_p$, and the geometric sum gives $\tau=1+2\langle(1-a)/a\rangle_p$.

Since $\min(1,z)\le z$, we have $a\le e^{X+\sigma^2/2}$. Therefore $\langle1/a\rangle_p\ge e^{-\sigma^2/2}\langle e^{-X}\rangle_p=e^{-\sigma^2/2}e^{3\sigma^2/2}=e^{\sigma^2}$, the stated lower bound.

For the limit, split at $X_0=-5\sigma^2/4$. Below $X_0$ the second term of $a$ gives $1/a\le e^{-X-\sigma^2/2}/\Phi(\sigma/4)$, contributing at most $e^{\sigma^2}/\Phi(\sigma/4)$. Above it, $a$ increases with $X$, so $1/a\le1/a(X_0)\le e^{3\sigma^2/4}/\Phi(\sigma/4)$. Divided by $e^{\sigma^2}$, the two bounds tend to 1 and 0. ∎

Rare configurations with very negative $R$, which the surrogate seldom proposes, hold the chain for long times. At $\sigma=1.5$ the mean acceptance is 0.289, which would suggest $2/0.289-1\approx5.9$ blocks; the actual $\tau$ is 20.3.

If $R$ is a sum of $N$ independent site errors of standard deviation $\epsilon_{\rm site}$, then $\sigma=\sqrt N\,\epsilon_{\rm site}/kT$. With 5 meV per site at 1000 K, 256 atoms give $\sigma=16\times5/86.17=0.93$ and $\tau=4.6$ blocks. For 1024 atoms, $\sigma=1.86$ and $\tau=67$ blocks: four times the atoms, about fourteen times the correlation time. These times take $X$ to be Gaussian out to about $-2\sigma^2$, some 3.6 standard deviations below the surrogate mean for 1024 atoms. Exponentially distributed site errors with the same standard deviation (skewness $-2$ or $+2$) give about 103 or 47 blocks instead. Note also that $\epsilon_{\rm site}$ is not the usual error per atom, the total error divided by $N$: 5 meV per site corresponds to $5/\sqrt{256}=0.31$ meV per atom. For independent site errors and independent block endpoints, keeping $\tau$ fixed demands an error per site that shrinks as $1/\sqrt N$; positively correlated errors demand more. A single swap changes only nearby terms if $R$ is short-ranged, so its $s$ need not grow with $N$. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
Temperature 1000 K, kT = 86.173 meV
Chain: 12 sites, 924 configurations, 36 swaps each
Surrogate coupling 60 meV, cost ratio r = 0.01
Residual coupling rms 1 meV:
  s = 0.0840, mean D = 0.0035, s^2/2 = 0.0035, max|D| = 0.379
  alpha1 = 0.2351, A2 = 0.9670, Gaussian A2 = 0.9665, direct acc. = 0.2294
  tau direct = 50.873, delayed = 52.835 steps; gain G = 3.929
  (tau_M+1)/(tau_DA+1) = 0.9635, weighted bound 0.9642, plain acceptance ratio 0.9906
Residual coupling rms 3 meV:
  s = 0.2544, mean D = 0.0323, s^2/2 = 0.0324, max|D| = 1.136
  alpha1 = 0.2416, A2 = 0.9001, Gaussian A2 = 0.8988, direct acc. = 0.2243
  tau direct = 48.462, delayed = 54.678 steps; gain G = 3.522
  (tau_M+1)/(tau_DA+1) = 0.8884, weighted bound 0.8947, plain acceptance ratio 0.9695
Residual coupling rms 5 meV:
  s = 0.4280, mean D = 0.0914, s^2/2 = 0.0916, max|D| = 1.894
  alpha1 = 0.2501, A2 = 0.8326, Gaussian A2 = 0.8305, direct acc. = 0.2203
  tau direct = 45.414, delayed = 56.011 steps; gain G = 3.118
  (tau_M+1)/(tau_DA+1) = 0.8141, weighted bound 0.8328, plain acceptance ratio 0.9450
Residual coupling rms 10 meV:
  s = 0.8713, mean D = 0.3780, s^2/2 = 0.3796, max|D| = 3.788
  alpha1 = 0.2792, A2 = 0.6670, Gaussian A2 = 0.6631, direct acc. = 0.2142
  tau direct = 36.789, delayed = 55.396 steps; gain G = 2.296
  (tau_M+1)/(tau_DA+1) = 0.6701, weighted bound 0.7462, plain acceptance ratio 0.8696
Residual coupling rms 20 meV:
  s = 1.7398, mean D = 1.5019, s^2/2 = 1.5134, max|D| = 7.576
  alpha1 = 0.3644, A2 = 0.3918, Gaussian A2 = 0.3844, direct acc. = 0.1958
  tau direct = 28.115, delayed = 40.379 steps; gain G = 1.860
  (tau_M+1)/(tau_DA+1) = 0.7036, weighted bound 0.7916, plain acceptance ratio 0.7290
Distribution errors at 10 meV (total variation distance):
  surrogate alone 0.2687, wrong stage-2 ratio 0.6539
  corrected block of 8 steps 3.8e-15
Simulation at 10 meV: 1000000 steps, 280563 expensive calls
  mean E: run -497.70, enumeration -498.67, standard error 1.11, surrogate weights -500.99 meV
  mean R = E-U: run -37.67, enumeration -37.07, standard error 0.41, surrogate weights 1.91 meV
Long-block limit, independent surrogate proposals:
  sigma = 0.5: acceptance 0.7237, tau formula 2.0242, matrix 2.0241 blocks
  sigma = 1.0: acceptance 0.4795, tau formula 5.4279, matrix 5.4275 blocks
  sigma = 1.5: acceptance 0.2888, tau formula 20.2686, matrix 20.2666 blocks
  tau/(2 exp(sigma^2)) at sigma = 4: 1.00160
Independent site errors of 5 meV:
  N = 256: sigma = 0.9284, acceptance = 0.5115, tau = 4.626 blocks
  N = 1024: sigma = 1.8567, acceptance = 0.1892, tau = 66.764 blocks
```
